# Proton charge radius: F1 slope, Foldy term and Darwin-Foldy shift: verification in Python

```python
"""Charge radius, Foldy term and Darwin-Foldy term of a spin-1/2 nucleus.

Result under test (hbar = c = 1, tau = Q^2/(4 M^2)):
  G_E = F1 - tau*kappa*F2,   r_E^2 = -6 G_E'(0) = r_1^2 + 3 kappa/(2 M^2)
  normalized charge density matrix element = G_E/sqrt(1+tau), so that
  S levels feel r_E^2 + 3/(4 M^2); the last part is the Darwin-Foldy term.
  It is absent for spin 0, and for spin 1 with the usual G_C.
  Contact shift of an nS level: (2/3)(Z alpha)^4 m_r^3 R^2/n^3.
Symbols: M nuclear mass, kappa anomalous moment, r_1 radius from the F1
slope, m_r reduced mass, R^2 any mean square radius. Here Z = 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

# ---------- Dirac matrices and the spin-1/2 charge density ----------
I2 = np.eye(2, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
PAULI = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
GAMMA = [np.block([[I2, Z2], [Z2, -I2]])]
GAMMA += [np.block([[Z2, s], [-s, Z2]]) for s in PAULI]
METRIC = np.diag([1.0, -1.0, -1.0, -1.0])


def energy(p, mass):
    return np.sqrt(mass**2 + np.dot(p, p))


def spinors(p, mass):
    """Two columns, normalized to u^dagger u = 1."""
    e = energy(p, mass)
    sp = sum(p[i] * PAULI[i] for i in range(3))
    return np.sqrt((e + mass) / (2 * e)) * np.vstack([I2, sp / (e + mass)])


def density_matrix(p, pp, mass, f1, kf2):
    """2x2 spin matrix of the charge density; kf2 = kappa*F2."""
    q_up = np.concatenate([[energy(pp, mass) - energy(p, mass)], pp - p])
    q_low = METRIC @ q_up
    vertex = f1 * GAMMA[0]
    for nu in range(4):
        sigma = 0.5j * (GAMMA[0] @ GAMMA[nu] - GAMMA[nu] @ GAMMA[0])
        vertex = vertex + 1j * sigma * q_low[nu] * kf2 / (2 * mass)
    return spinors(pp, mass).conj().T @ GAMMA[0] @ vertex @ spinors(p, mass)


def breit_density(q2, mass, f1, kf2):
    half = np.array([0.0, 0.0, np.sqrt(q2) / 2])
    return density_matrix(-half, half, mass, f1, kf2)


# Breit frame, large momentum transfer, arbitrary form-factor values
for q2, f1, kf2 in [(0.7, 0.8, 1.3), (5.0, 0.3, -0.9)]:
    mass = 1.2
    tau = q2 / (4 * mass**2)
    expected = (f1 - tau * kf2) / np.sqrt(1 + tau)
    assert np.allclose(breit_density(q2, mass, f1, kf2), expected * I2,
                       atol=1e-12)


# Slopes by finite differences, for a charged and a neutral particle
def slope_at_zero(f, h=1e-4):
    return (-3 * f(0.0) + 4 * f(h) - f(2 * h)) / (2 * h)


for charge in (1.0, 0.0):
    mass, kappa = 1.2, 1.7

    def f1_model(q2):
        return charge / (1 + q2 / 2)**2 + 0.1 * q2 / (1 + q2)**3

    def kf2_model(q2):
        return kappa / (1 + q2 / 3)**3

    def rho_model(q2):
        return breit_density(q2, mass, f1_model(q2), kf2_model(q2))[0, 0].real

    def ge_model(q2):
        return f1_model(q2) - q2 / (4 * mass**2) * kf2_model(q2)

    r1_sq = -6 * slope_at_zero(f1_model)
    re_sq = -6 * slope_at_zero(ge_model)
    rho_sq = -6 * slope_at_zero(rho_model)
    assert abs(re_sq - r1_sq - 3 * kappa / (2 * mass**2)) < 1e-5
    assert abs(rho_sq - re_sq - charge * 3 / (4 * mass**2)) < 1e-5

# General frame, small momenta: the q^2 term survives for spin 1/2 only.
# Tolerances allow for the neglected fourth order in momentum/mass.
p_in = np.array([0.010, 0.004, -0.006])
p_out = np.array([-0.003, 0.012, 0.005])
q_sq = np.dot(p_out - p_in, p_out - p_in)
for kappa in (0.0, 1.8):
    averaged = np.trace(density_matrix(p_in, p_out, 1.0, 1.0, kappa)).real / 2
    assert abs((1 - averaged) / ((1 + 2 * kappa) * q_sq / 8) - 1) < 2e-3
e_in, e_out = energy(p_in, 1.0), energy(p_out, 1.0)
scalar_density = (e_in + e_out) / (2 * np.sqrt(e_in * e_out))
assert abs(scalar_density - 1) < 1e-3 * q_sq / 8


# Spin 1: polarization average of J^0/(2E) from explicit vectors
def spin_one_average(eta, g1, g2, g3):
    k, e = np.sqrt(eta), np.sqrt(1 + eta)      # unit mass
    p, pp = np.array([e, 0, 0, -k]), np.array([e, 0, 0, k])
    q, total = pp - p, p + pp
    eps = [np.array([0, 1, 0, 0]), np.array([0, 0, 1, 0]),
           np.array([-k, 0, 0, e])]
    eps_out = [eps[0], eps[1], np.array([k, 0, 0, e])]
    result = 0.0
    for a, b in zip(eps, eps_out):
        aq, bq, ab = a @ METRIC @ q, b @ METRIC @ q, a @ METRIC @ b
        j0 = -(g1 * ab * total[0] + g2 * (a[0] * bq - b[0] * aq)
               - g3 * aq * bq * total[0] / 2)
        result += j0 / (2 * e) / 3
    return result


for eta in (0.2, 1.5):
    g1, g2, g3 = 0.9, 1.4, -0.6
    g_quad = g1 - g2 + (1 + eta) * g3
    g_charge = g1 + 2 * eta * g_quad / 3
    assert abs(spin_one_average(eta, g1, g2, g3) - g_charge) < 1e-12


# ---------- Point particle in a fixed Coulomb field: spin 1/2 vs spin 0 ----
def contact_shift(coupling, m_red, radius_sq, n):
    return 2 * coupling**4 * m_red**3 * radius_sq / (3 * n**3)


mp.mp.dps = 40


def ground_levels(a):
    s = mp.mpf(1) / 2 + mp.sqrt(mp.mpf(1) / 4 - a**2)
    return mp.sqrt(1 - a**2), 1 / mp.sqrt(1 + a**2 / s**2), s


a_test = mp.mpf("0.3")
e_dirac, e_kg, s_kg = ground_levels(a_test)
decay = mp.sqrt(1 - e_kg**2)
small_ratio = (e_dirac - 1) / a_test
for r in (mp.mpf("0.7"), mp.mpf(3)):
    def chi(x):
        return x**s_kg * mp.exp(-decay * x)

    def upper(x):
        return x**e_dirac * mp.exp(-a_test * x)

    def lower(x):
        return small_ratio * upper(x)

    kg_res = mp.diff(chi, r, 2) + ((e_kg + a_test / r)**2 - 1) * chi(r)
    d_res1 = (mp.diff(upper, r) - upper(r) / r
              - (e_dirac + 1 + a_test / r) * lower(r))
    d_res2 = (mp.diff(lower, r) + lower(r) / r
              + (e_dirac - 1 + a_test / r) * upper(r))
    assert max(abs(kg_res), abs(d_res1), abs(d_res2)) < mp.mpf("1e-10")

a_small = mp.mpf("0.001")
e_dirac, e_kg, _ = ground_levels(a_small)
spin_difference = float((e_dirac - e_kg) / a_small**4)
darwin_prediction = contact_shift(1.0, 1.0, 3 / 4, 1)
assert abs(spin_difference / darwin_prediction - 1) < 1e-4  # O(a^2) remains


# ---------- Contact formula against a smeared charge (Bohr radius = 1) -----
def radial_density(r, n):
    if n == 1:
        return 4 * np.exp(-2 * r)
    return 0.5 * (1 - r / 2)**2 * np.exp(-r)


width = 1e-4                                  # Gaussian, R^2 = 3 width^2
for n in (1, 2):
    direct = width**2 * quad(
        lambda x: radial_density(width * x, n) * x * erfc(x / np.sqrt(2)),
        0, 12, epsabs=1e-13, epsrel=1e-11)[0]
    # the formula neglects terms of relative order width/Bohr radius
    assert abs(direct / contact_shift(1.0, 1.0, 3 * width**2, n) - 1) < 1e-3

# ---------- Worked example ----------
alpha = const.fine_structure
hbarc = const.hbar * const.c / const.e * 1e9          # MeV fm
m_p = const.value("proton mass energy equivalent in MeV")
m_n = const.value("neutron mass energy equivalent in MeV")
kappa_p = const.value("proton mag. mom. to nuclear magneton ratio") - 1
kappa_n = (const.value("neutron mag. mom. to nuclear magneton ratio")
           * m_n / m_p)
r_e = const.value("proton rms charge radius") * 1e15   # fm
compton_sq = (hbarc / m_p)**2
foldy = 1.5 * kappa_p * compton_sq
darwin_foldy = 0.75 * compton_sq
foldy_n = 1.5 * kappa_n * (hbarc / m_n)**2
r1_squared = r_e**2 - foldy
effective_sq = r_e**2 + darwin_foldy

m_lepton = 100.0                                       # MeV, chosen
level = 2
m_red = m_lepton * m_p / (m_lepton + m_p)
bohr = hbarc / (alpha * m_red)                         # fm


def shift_mev(radius_sq_fm):
    """Contact shift in meV for a mean square radius in fm^2."""
    return contact_shift(alpha, m_red, radius_sq_fm / hbarc**2, level) * 1e9


# Whole chain in momentum space; the density comes from the Dirac spinors,
# with dipole G_E and G_M that have the chosen r_E.
mass_fm = m_p / hbarc


def proton_density(q):
    q2 = q * q
    tau = q2 / (4 * mass_fm**2)
    dipole = 1 / (1 + q2 * r_e**2 / 12)**2
    f1 = dipole * (1 + tau * (1 + kappa_p)) / (1 + tau)
    kf2 = dipole * kappa_p / (1 + tau)
    return breit_density(q2, mass_fm, f1, kf2)[0, 0].real


def atomic_form_factor_2s(x):
    """Fourier transform of the 2s density; x = q times Bohr radius."""
    z = 1 - 1j * x
    return ((1 / z**2 - 2 / z**3 + 6 / z**4 / 4).imag) / (2 * x)


log_x = np.linspace(-7, 10, 1701)
x_grid = np.exp(log_x)
integrand = np.array([(1 - proton_density(x / bohr))
                      * atomic_form_factor_2s(x) * x for x in x_grid])
integral = np.sum((integrand[1:] + integrand[:-1]) / 2 * np.diff(log_x))
full_shift = 2 * alpha / np.pi * integral * hbarc / bohr * 1e9   # meV
total_contact = shift_mev(effective_sq)
# next order in radius/Bohr radius is below one percent here
assert abs(full_shift / total_contact - 1) < 0.01
# the agreement must be lost when the Darwin-Foldy part is left out
assert abs(full_shift / shift_mev(r_e**2) - 1) > 0.03

wrong_radius = np.sqrt(effective_sq)

print(f"hbar*c                              {hbarc:.4f} MeV fm")
print(f"fine-structure constant             {alpha:.8f}")
print(f"proton mass                         {m_p:.4f} MeV")
print(f"proton anomalous moment kappa       {kappa_p:.6f}")
print(f"proton reduced Compton length       {np.sqrt(compton_sq):.6f} fm")
print(f"input r_E                           {r_e:.4f} fm")
print(f"r_E^2                               {r_e**2:.4f} fm^2")
print(f"Foldy term 3 kappa/(2M^2)           {foldy:.4f} fm^2")
print(f"Darwin-Foldy term 3/(4M^2)          {darwin_foldy:.4f} fm^2")
print(f"ratio Foldy/Darwin-Foldy            {foldy/darwin_foldy:.4f}")
print(f"r_1^2 from F1 slope                 {r1_squared:.4f} fm^2")
print(f"r_1 from F1 slope                   {np.sqrt(r1_squared):.4f} fm")
print(f"r_E - r_1                           {r_e-np.sqrt(r1_squared):.4f} fm")
print(f"r_E^2 + Darwin-Foldy                {effective_sq:.4f} fm^2")
print(f"radius if DF is wrongly absorbed    {wrong_radius:.4f} fm")
print(f"error of that radius                {wrong_radius-r_e:.4f} fm")
print(f"neutron mass                        {m_n:.4f} MeV")
print(f"neutron kappa (own mass unit)       {kappa_n:.6f}")
print(f"neutron Foldy term                  {foldy_n:.4f} fm^2")
print(f"(E_Dirac-E_KG)/(M a^4), a=0.001     {spin_difference:.7f}")
print(f"Darwin-Foldy prediction for it      {darwin_prediction:.7f}")
print(f"chosen lepton mass                  {m_lepton:.1f} MeV")
print(f"principal quantum number            {level}")
print(f"reduced mass                        {m_red:.4f} MeV")
print(f"Bohr radius                         {bohr:.2f} fm")
print(f"2s shift from r_1^2                 {shift_mev(r1_squared):.4f} meV")
print(f"2s shift from Foldy term            {shift_mev(foldy):.4f} meV")
print(f"2s shift from r_E^2                 {shift_mev(r_e**2):.4f} meV")
print(f"2s shift from Darwin-Foldy term     {shift_mev(darwin_foldy):.4f} meV")
print(f"2s total, contact formula           {total_contact:.4f} meV")
print(f"2s total, momentum integral         {full_shift:.4f} meV")
print(f"relative difference of the two      "
      f"{100*(full_shift/total_contact-1):.3f} percent")
print("verified")
```

Running it gives:

```
hbar*c                              197.3270 MeV fm
fine-structure constant             0.00729735
proton mass                         938.2721 MeV
proton anomalous moment kappa       1.792847
proton reduced Compton length       0.210309 fm
input r_E                           0.8407 fm
r_E^2                               0.7069 fm^2
Foldy term 3 kappa/(2M^2)           0.1189 fm^2
Darwin-Foldy term 3/(4M^2)          0.0332 fm^2
ratio Foldy/Darwin-Foldy            3.5857
r_1^2 from F1 slope                 0.5879 fm^2
r_1 from F1 slope                   0.7668 fm
r_E - r_1                           0.0740 fm
r_E^2 + Darwin-Foldy                0.7400 fm^2
radius if DF is wrongly absorbed    0.8603 fm
error of that radius                0.0195 fm
neutron mass                        939.5654 MeV
neutron kappa (own mass unit)       -1.915680
neutron Foldy term                  -0.1267 fm^2
(E_Dirac-E_KG)/(M a^4), a=0.001     0.5000013
Darwin-Foldy prediction for it      0.5000000
chosen lepton mass                  100.0 MeV
principal quantum number            2
reduced mass                        90.3686 MeV
Bohr radius                         299.23 fm
2s shift from r_1^2                 2.6331 meV
2s shift from Foldy term            0.5327 meV
2s shift from r_E^2                 3.1659 meV
2s shift from Darwin-Foldy term     0.1486 meV
2s total, contact formula           3.3144 meV
2s total, momentum integral         3.3009 meV
relative difference of the two      -0.409 percent
verified
```
